\section*{The Fourier Transform of the Cut Coulomb Interaction and Exact Exchange}

\section{The term that cannot be evaluated}

A plane-wave calculation of exact exchange multiplies the squared Fourier components of orbital products by the transform of the Coulomb interaction, $4\pi e^2/q^2$, and sums over the reciprocal vectors of a periodic box. The sum contains $q=0$, where this factor is infinite. The product of an orbital with itself carries unit charge, so its component at $q=0$ is one and does not remove the infinity.

Leaving the term out gives a finite but poor answer. For the molecule SiH$_4$ in a cubic box of edge 0.6\,nm, the valence exchange energy is then wrong by 26.2\,eV, against a correct value of $-66.1$\,eV in the same model. Enlarging the box to 1.4\,nm still leaves an error of 11.6\,eV. If the interaction is instead cut to zero beyond a radius $R$, the term at $q=0$ has a definite finite value, and in the larger box the error drops to about 0.01\,eV.

\section{The transform}

Gaussian units are used; in SI units $e^2$ is replaced by $e^2/4\pi\varepsilon_0$. Neither $\hbar$ nor $m$ enters. The cut interaction is
\begin{equation}
v_R(r)=\begin{cases} e^2/r, & r<R,\\ 0, & r>R,\end{cases}
\qquad
\tilde v_R(q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,v_R(r).
\label{def}
\end{equation}
The inverse transform carries the factor $1/(2\pi)^3$.

\paragraph{Theorem 1.} For finite $R$ and $q\neq0$,
\begin{equation}
\tilde v_R(q)=\frac{4\pi e^2}{q^2}\,\bigl[1-\cos(qR)\bigr],
\label{main}
\end{equation}
and $\tilde v_R$ is continuous at $q=0$ with
\begin{equation}
\tilde v_R(0)=2\pi e^2R^2,
\label{zero}
\end{equation}
which is $2\pi R^2$ in atomic units.

\paragraph{Proof.} Take the polar axis along $\mathbf q$ and let $u$ be the cosine of the polar angle. The azimuthal integral gives $2\pi$, and
\begin{equation}
2\pi\int_{-1}^{1}du\,e^{-iqru}
=2\pi\,\frac{e^{iqr}-e^{-iqr}}{iqr}
=4\pi\,\frac{\sin(qr)}{qr}.
\end{equation}
The volume element supplies $r^2$ and the interaction $e^2/r$. Together with the $1/r$ above, all powers of $r$ cancel:
\begin{align}
\tilde v_R(q)&=\int_0^R dr\,r^2\,\frac{e^2}{r}\,4\pi\frac{\sin(qr)}{qr}
=\frac{4\pi e^2}{q}\int_0^R dr\,\sin(qr)\nonumber\\
&=\frac{4\pi e^2}{q}\left[-\frac{\cos(qr)}{q}\right]_0^R
=\frac{4\pi e^2}{q^2}\bigl[1-\cos(qR)\bigr].
\end{align}
At $q=0$ the exponential in (\ref{def}) is one, so
\begin{equation}
\tilde v_R(0)=4\pi e^2\int_0^R dr\,r=2\pi e^2R^2 .
\end{equation}
For continuity, insert $1-\cos x=x^2/2-x^4/24+\dots$ with $x=qR$ into (\ref{main}):
\begin{equation}
\tilde v_R(q)=2\pi e^2R^2-\frac{\pi e^2R^4}{6}\,q^2+\dots
\label{series}
\end{equation}
The limit $q\to0$ agrees with the direct integral. $\square$

\paragraph{Remark: meaning of the two coefficients.} The value at $q=0$ is the volume integral of the interaction. It is finite because the cut removes the distant region, where $r^2\cdot(1/r)$ grows without bound. The next coefficient follows from the second moment. Expanding the exponential to second order gives $-(\mathbf q\cdot\mathbf r)^2/2$, whose angular average is $-q^2r^2/6$; the linear term averages to zero. Hence the $q^2$ term is
\begin{equation}
-\frac{q^2}{6}\,4\pi e^2\int_0^R dr\,r^3=-\frac{\pi e^2R^4}{6}q^2 ,
\end{equation}
as in (\ref{series}).

\paragraph{Corollary.} With $1-\cos x=2\sin^2(x/2)$, equation (\ref{main}) becomes
\begin{equation}
\tilde v_R(q)=\frac{8\pi e^2}{q^2}\sin^2\frac{qR}{2}
=2\pi e^2R^2\left[\frac{\sin(qR/2)}{qR/2}\right]^2 .
\label{stable}
\end{equation}
The second form follows from $8\pi e^2/q^2=2\pi e^2R^2/(qR/2)^2$. It shows that $\tilde v_R$ is nowhere negative, is largest at $q=0$, vanishes at $qR=2\pi n$ for $n=1,2,\dots$, and nowhere exceeds twice the uncut value $4\pi e^2/q^2$.

The form (\ref{stable}) is also the one to compute with. At $qR=10^{-8}$ the cosine differs from one by $5\times10^{-17}$, which double precision cannot hold. Form (\ref{main}) then returns zero, while (\ref{stable}) returns the right value.

\paragraph{Numbers.} With $e^2=1.439965$\,eV\,nm and $R=0.7$\,nm,
\begin{equation}
\tilde v_R(0)=2\pi\,(1.439965)(0.7)^2\ \text{eV\,nm}^3=4.433\ \text{eV\,nm}^3 ,
\end{equation}
or 1099 atomic units. At $qR=\pi$ the bracket in (\ref{stable}) is $2/\pi$, so the transform is $4/\pi^2=0.405$ of this, or 1.797\,eV\,nm$^3$. Numerical integration of (\ref{def}) over radius and angle gives the same number.

\paragraph{Remark: other cuts.} The value at zero belongs to the shape of the cut. An exponentially screened interaction $e^2\exp(-\kappa r)/r$ has the volume integral $4\pi e^2\int_0^\infty dr\,r\,e^{-\kappa r}=4\pi e^2/\kappa^2$. It matches (\ref{zero}) if $\kappa=\sqrt2/R$, but it changes the interaction at every distance. The sharp sphere leaves it untouched for $r<R$, and the exchange result below rests on this.

\section{How the uncut interaction returns}

As $R\to\infty$ at fixed $q\ne0$, $\cos(qR)$ oscillates without a limit, so (\ref{main}) does not tend to $4\pi e^2/q^2$ point by point. The limit holds under an integral.

\paragraph{Lemma 1.} Let $F(q)$ be the average of a function $f(\mathbf q)$ over the directions of $\mathbf q$, and let $F$ be absolutely integrable on $(0,\infty)$. Then
\begin{equation}
\lim_{R\to\infty}\int\frac{d^3q}{(2\pi)^3}\,\tilde v_R(q)f(\mathbf q)
=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi e^2}{q^2}f(\mathbf q).
\end{equation}

\paragraph{Proof.} The volume element $4\pi q^2dq$ cancels the $1/q^2$, and the prefactor is $4\pi\cdot4\pi e^2/(2\pi)^3=2e^2/\pi$. The left integral is therefore
\begin{equation}
\frac{2e^2}{\pi}\int_0^\infty dq\,F(q)\,[1-\cos(qR)] .
\end{equation}
By the Riemann--Lebesgue lemma the cosine part vanishes as $R\to\infty$. $\square$

\paragraph{Example.} The speed of the return depends on the charges. Take two unit Gaussian charges on one centre, each of density $(2\pi\sigma^2)^{-3/2}\exp(-r^2/2\sigma^2)$. The separation $\mathbf s$ of a point in one from a point in the other is again Gaussian, with variance $2\sigma^2$ per component. Their interaction energy is
\begin{align}
U_R&=\int_0^R ds\,4\pi s^2\,\frac{e^2}{s}\,\frac{e^{-s^2/4\sigma^2}}{(4\pi\sigma^2)^{3/2}}
=\frac{4\pi e^2}{8\pi^{3/2}\sigma^3}\,2\sigma^2\left[1-e^{-R^2/4\sigma^2}\right]\nonumber\\
&=\frac{e^2}{\sigma\sqrt\pi}\left[1-e^{-R^2/4\sigma^2}\right].
\end{align}
For $\sigma=0.1$\,nm the uncut energy is 8.1241\,eV. At $R=0.2$\,nm the bracket is $1-e^{-1}=0.632$ and the energy 5.135\,eV; at $R=0.6$\,nm the bracket is $1-e^{-9}$ and the energy 8.1231\,eV. Integrating $\tilde v_R(q)\exp(-q^2\sigma^2)/(2\pi)^3$ over $\mathbf q$ gives the same values. The missing fraction is $e^{-R^2/4\sigma^2}$, which is small once $R$ is several times $\sigma$.

\section{Exchange in a periodic box}

Consider a closed-shell molecule with $N$ doubly occupied, real, orthonormal orbitals $\phi_i$, and write $\rho_{ij}=\phi_i\phi_j$. Exchange acts between electrons of equal spin. Two spin directions times the factor $-\tfrac12$ of the pair sum give
\begin{equation}
E_x=-\sum_{ij}\iint d^3r\,d^3r'\,\rho_{ij}(\mathbf r)\,\frac{e^2}{|\mathbf r-\mathbf r'|}\,\rho_{ij}(\mathbf r').
\label{ex}
\end{equation}
It is convenient to collect all pairs of points with the same separation:
\begin{equation}
B(\mathbf s)=\sum_{ij}\int d^3r'\,\rho_{ij}(\mathbf r'+\mathbf s)\,\rho_{ij}(\mathbf r'),
\qquad
E_x=-\int d^3s\,\frac{e^2}{s}\,B(\mathbf s).
\label{B}
\end{equation}
With $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$, the sum over $i$ and $j$ factorizes and the integrand of $B$ becomes $\gamma(\mathbf r'+\mathbf s,\mathbf r')^2$. Hence $B\ge0$. Orthonormality gives
\begin{equation}
\int d^3s\,B(\mathbf s)=\sum_{ij}\Bigl(\int d^3r\,\rho_{ij}\Bigr)^2=\sum_{ij}\delta_{ij}=N .
\label{norm}
\end{equation}

Place the molecule in a cubic box of edge $L$ and volume $V=L^3$, with lattice vectors $\mathbf T$ and reciprocal vectors $\mathbf G$. Let $\tilde\rho_{ij}(\mathbf G)=\int d^3r\,e^{-i\mathbf G\cdot\mathbf r}\rho_{ij}(\mathbf r)$, and assume that $\sum_{\mathbf G}|\tilde\rho_{ij}(\mathbf G)|^2$ converges and that the image sum of $B$ is continuous. The energy computed in the box is
\begin{equation}
E_R=-\frac1V\sum_{\mathbf G}\tilde v_R(G)\sum_{ij}|\tilde\rho_{ij}(\mathbf G)|^2 .
\label{box}
\end{equation}

\paragraph{Lemma 2.} The box energy is a sum over periodic images,
\begin{equation}
E_R=-\sum_{\mathbf T}\int d^3s\,v_R(s)\,B(\mathbf s+\mathbf T).
\label{images}
\end{equation}

\paragraph{Proof.} The transform of $B$ is
\begin{equation}
\int d^3s\,e^{-i\mathbf G\cdot\mathbf s}B(\mathbf s)
=\sum_{ij}\tilde\rho_{ij}(\mathbf G)\,\tilde\rho_{ij}(-\mathbf G)
=\sum_{ij}|\tilde\rho_{ij}(\mathbf G)|^2 ,
\end{equation}
where the first step substitutes $\mathbf r=\mathbf r'+\mathbf s$ and the second uses that $\rho_{ij}$ is real. The function $\sum_{\mathbf T}B(\mathbf s+\mathbf T)$ has the period of the box. Its Fourier coefficient is $1/V$ times an integral over one box of a sum over images, which is $1/V$ times an integral over all space. So
\begin{equation}
\sum_{\mathbf T}B(\mathbf s+\mathbf T)=\frac1V\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf s}\sum_{ij}|\tilde\rho_{ij}(\mathbf G)|^2 .
\end{equation}
The series converges uniformly by assumption, and $v_R$ is integrable because $R$ is finite. Multiplying by $-v_R(s)$ and integrating term by term gives (\ref{box}) on the right, since $\int d^3s\,v_R(s)e^{i\mathbf G\cdot\mathbf s}=\tilde v_R(G)$. $\square$

\paragraph{Theorem 2.} Let $B(\mathbf s)=0$ for $s>D$. If
\begin{equation}
D\le R\le L-D ,
\label{window}
\end{equation}
then $E_R=E_x$, the exchange energy of the isolated molecule with the uncut interaction.

\paragraph{Proof.} In the term $\mathbf T=0$ of (\ref{images}), $B$ restricts the integral to $s\le D\le R$. There $v_R=e^2/s$, and the term equals $E_x$. For $\mathbf T\ne0$, $B(\mathbf s+\mathbf T)$ differs from zero only if $|\mathbf s+\mathbf T|\le D$. Then
\begin{equation}
s\ge|\mathbf T|-|\mathbf s+\mathbf T|\ge L-D\ge R ,
\end{equation}
where $v_R=0$, apart from the surface $s=R$, which has no volume. These terms vanish. $\square$

The window is open if $L\ge2D$, and $R=L/2$ then lies inside it. The condition is sufficient. The theorem concerns an isolated molecule and makes no statement about a crystal.

\paragraph{Remark: tails and signs.} Real orbitals have tails, so $B$ does not end at a sharp $D$. Subtracting (\ref{B}) from (\ref{images}) gives
\begin{equation}
E_R-E_x=\int_{s>R}d^3s\,\frac{e^2}{s}B(\mathbf s)
-\sum_{\mathbf T\ne0}\int_{s<R}d^3s\,\frac{e^2}{s}B(\mathbf s+\mathbf T).
\label{error}
\end{equation}
Because $B\ge0$, the first part is never negative: a small $R$ loses attraction. The second part, with its sign, is never positive: a large $R$ lets the molecule exchange with its own images.

\paragraph{Corollary: worth of the zero term.} At $\mathbf G=0$, (\ref{norm}) gives $\sum_{ij}|\tilde\rho_{ij}(0)|^2=N$. Leaving this term out of (\ref{box}) raises the energy by
\begin{equation}
\Delta=\frac{N\,2\pi e^2R^2}{V},
\qquad\text{which is}\qquad \frac{\pi Ne^2}{2L}\quad\text{for }R=L/2 .
\label{loss}
\end{equation}
With $R=L/2$ the loss falls only as $1/L$, so a larger box is no substitute for the finite value (\ref{zero}).

\paragraph{Lemma 3.} If the uncut kernel is used and $\mathbf G=0$ is dropped, then for $L$ large compared with the range of $B$ the energy is too high by
\begin{equation}
\frac{\alpha Ne^2}{L}-\frac{2\pi e^2}{3L^3}\int d^3s\,s^2B(\mathbf s)+\dots ,
\label{bare}
\end{equation}
with $\alpha$ a pure number fixed by the cubic lattice.

\paragraph{Proof.} The effective interaction is $(4\pi e^2/V)\sum_{\mathbf G\neq0}e^{i\mathbf G\cdot\mathbf s}/G^2$. Since $\mathbf G$ scales as $1/L$, this has the form $(e^2/L)f(\mathbf s/L)$. It is the potential of a lattice of point charges in a uniform neutralizing background, so near the origin $\nabla^2f=-4\pi\delta(\mathbf x)+4\pi$. Hence $f-1/x$ is smooth there. Cubic symmetry forbids a linear term and makes the quadratic term isotropic; its Laplacian must be $4\pi$, so it is $2\pi x^2/3$:
\begin{equation}
f=\frac1x-\alpha+\frac{2\pi}{3}x^2+\dots
\end{equation}
Inserting this in $-\int d^3s\,(e^2/L)f(\mathbf s/L)B(\mathbf s)$, using (\ref{norm}) and subtracting $E_x$ gives (\ref{bare}). $\square$

\section{Worked example: SiH$_4$}

The molecule has a Si--H length of 0.148\,nm, a rough round value. Its orbitals come from a Hartree--Fock calculation in a Gaussian basis of 45 functions, with the LANL2DZ effective core potential replacing the inner electrons of Si. This leaves $N=4$ occupied orbitals. Analytic integrals with the uncut interaction give $E_x=-66.06$\,eV ($-2.428$ hartree). This is the reference for the errors below; it is a number of this model, not a measured one.

For the box sum (\ref{box}), the orbital products were tabulated on a grid of spacing $1/60$\,nm and Fourier transformed. The orbitals and the spacing are the same for all boxes. The errors, in eV, are:
\begin{center}
\begin{tabular}{ccc}
$L$ (nm) & cut, $R=L/2$ & uncut, no $\mathbf G=0$\\
0.6 & $+0.323$ & 26.22\\
0.8 & $+0.034$ & 19.99\\
1.0 & $-0.006$ & 16.12\\
1.2 & $-0.008$ & 13.48\\
1.4 & $-0.008$ & 11.59
\end{tabular}
\end{center}

The last column follows (\ref{bare}). Dividing the error by $Ne^2/L$ gives $16.116/5.760=2.798$ at 1.0\,nm and $11.585\times1.4/5.760=2.816$ at 1.4\,nm. By (\ref{bare}) this ratio has the form $\alpha-b/L^2$ with $b=(2\pi/3N)\int d^3s\,s^2B$; fitted to the two values, $\alpha\approx2.835$ and $b\approx0.037$\,nm$^2$. The same two constants give 2.809 at 1.2\,nm, which is also what the computed error gives there. The fit is slightly off because the tabulated errors contain the grid error discussed next. An Ewald sum for the simple cubic lattice gives $\alpha=2.8373$, and the first and second moments of the orbitals give $\int d^3s\,s^2B=0.0733$\,nm$^2$, or $b=0.0384$\,nm$^2$. With these constants (\ref{bare}) gives 11.593\,eV at 1.4\,nm, 0.008\,eV above the computed error.

The cut kernel settles at $-0.008$\,eV instead of zero. This remainder comes from the grid: at $L=1.4$\,nm and $R=0.7$\,nm, refining the spacing to $1/75$\,nm shifts the energy by $+0.009$\,eV and leaves an error below 0.001\,eV.

With the box held at $L=1.4$\,nm and the spacing at $1/60$\,nm, a change of $R$ shows both ends of the window (\ref{window}):
\begin{center}
\begin{tabular}{lccccc}
$R$ (nm) & 0.2 & 0.4 & 0.7 & 1.0 & 1.3\\
error (eV) & $+2.10$ & $+0.037$ & $-0.008$ & $-0.010$ & $-2.16$
\end{tabular}
\end{center}
The signs at the ends are those derived from (\ref{error}). Between 0.7 and 1.0\,nm the energy changes by only 0.002\,eV, so $R$ needs no fine adjustment here.

For $R=0.7$\,nm in this box, (\ref{loss}) puts the worth of the zero term at
\begin{equation}
\Delta=\frac{4\times4.4333\ \text{eV\,nm}^3}{(1.4\ \text{nm})^3}=\frac{17.733}{2.744}\ \text{eV}=6.46\ \text{eV}.
\end{equation}
Removing the term from the sum raises the energy by 6.463\,eV. One number out of the whole reciprocal mesh thus carries a tenth of the exchange energy.

\section{The model beside the real molecule}

Silane is a source gas for depositing silicon films, and the bond length used is typical of the free molecule. The cut is not what limits the realism of the result. Going from 45 to 99 basis functions moves the exchange energy by $-0.20$\,eV, and lengthening the bonds by 1\,\% moves it by $+0.37$\,eV. Exchange among the core electrons themselves, about $-520$\,eV in an all-electron calculation, lies outside the valence energy by definition. Of the omissions that involve the valence electrons, the largest one computed is their exchange with the core, which the core potential does not supply as a separate term: an all-electron Hartree--Fock calculation in the cc-pVDZ basis puts it at $-6.1$\,eV, about 9\,\% of the valence value. The same calculation gives $-65.7$\,eV for the valence part, 0.4\,eV from the reference; basis and core treatment both differ between the two. In the larger cc-pVTZ basis the core--valence part becomes $-6.2$\,eV and the valence part $-65.9$\,eV. Hartree--Fock theory also omits correlation, which second-order perturbation theory (MP2) estimates at $-3.3$\,eV for the valence electrons in the 45-function basis. This estimate is not converged: with 99 functions it becomes $-3.9$\,eV.

For another isolated molecule in a cubic box, the rule is to take $L$ at least twice the largest separation at which $B$ still matters, to set $R=L/2$, and to use (\ref{stable}) at every $\mathbf G\ne0$ and its limit (\ref{zero}) at $\mathbf G=0$, where both forms of (\ref{stable}) read $0/0$. If the orbitals are themselves computed in the box, it must also be large enough to keep them apart from their images. The numerical output below lists most of the values to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
e^2 = 1.439965 eV nm
R = 0.7 nm: value at q=0 = 4.4333 eV nm^3 = 1099.45 atomic units
qR, transform by quadrature, cosine formula (eV nm^3)
   0.5000    4.341712    4.341712
   2.0000    3.139106    3.139106
   3.1416    1.796751    1.796751
   6.2832    0.000000    0.000000
   9.0000    0.209201    0.209201
  25.0000    0.000125    0.000125
small-q series / e^2 : -pi*R**4*q**2/6 + 2*pi*R**2
qR = 1e-8, double precision / true: 1-cos form 0.000, sine-squared form 1.000
two Gaussian charges, sigma = 0.1 nm, bare energy 8.12413 eV
  R = 0.2 nm: energy from q integral 5.13543 eV
  R = 0.4 nm: energy from q integral 7.97533 eV
  R = 0.6 nm: energy from q integral 8.12313 eV
SiH4: Si-H 0.148 nm, 4 occupied valence orbitals
valence exchange, analytic integrals: -66.0625 eV = -2.42775 hartree
grid spacing 0.01667 nm; errors against analytic value (eV)
L (nm), cut kernel with R=L/2, bare kernel without G=0
  0.6     0.32260     26.2241
  0.8     0.03449     19.9935
  1.0    -0.00557     16.1156
  1.2    -0.00824     13.4840
  1.4    -0.00835     11.5854
bare error falls as L^-p between 1.0 and 1.4 nm, p = 0.981
L = 1.4 nm: R (nm), error of cut kernel (eV)
  0.2     2.10190
  0.4     0.03738
  0.7    -0.00835
  1.0    -0.01033
  1.3    -2.16171
G=0 term left out, R = 0.7 nm: energy rises by 6.4630 eV, formula 6.4625 eV
shift, grid spacing to 0.01333 nm: 0.00896 eV
shift, basis 45 to 99 functions: -0.2001 eV
shift, Si-H bond 1 % longer: 0.3735 eV
all-electron cc-pVDZ: valence exchange -65.686 eV, core-valence -6.119 eV
valence MP2 correlation energy, left out: -3.271 eV
\end{verbatim}
